# When the energy multiplying dS matters in electron-phonon coupling

**Q.** My ultrasoft calculation has an electron-phonon element containing $\partial\tilde H-\varepsilon\,\partial\tilde S$. I can set $\varepsilon$ to $e_m$, $e_n$ or their average. I take it that this cannot affect the Eliashberg coupling in the double-delta limit, and that it matters only through finite smearing or off-shell self-energies.

**A.** The first half is right. The second leaves out a case: a real transition that emits a phonon of finite energy is on shell, yet its two electronic energies differ.

**Q.** Start with the first half. Where does the overlap term come from?

**A.** From the generalized eigenproblem

$$\tilde H\tilde\psi_n=e_n\tilde S\tilde\psi_n,\qquad \langle\tilde\psi_m|\tilde S|\tilde\psi_n\rangle=\delta_{mn}.$$

Let $\partial$ be the derivative with respect to a real atomic displacement, with the static response of the potential included in $\partial\tilde H$. Differentiation gives

$$(\partial\tilde H-e_n\partial\tilde S-e_n'\tilde S)\tilde\psi_n+(\tilde H-e_n\tilde S)\partial\tilde\psi_n=0 .$$

Project on $\tilde\psi_m$ with $m\neq n$. The $e_n'$ term vanishes by orthogonality, and $\tilde H$ acting to the left gives $e_m\tilde S$:

$$h_{mn}-e_ns_{mn}+(e_m-e_n)\langle\tilde\psi_m|\tilde S|\partial\tilde\psi_n\rangle=0,$$

where $h_{mn}=\langle\tilde\psi_m|\partial\tilde H|\tilde\psi_n\rangle$ and $s_{mn}=\langle\tilde\psi_m|\partial\tilde S|\tilde\psi_n\rangle$. Static perturbation theory of state $n$ thus produces $e_n$. Define $g(\varepsilon)=h-\varepsilon s$ and $\Delta=e_m-e_n$. Then

$$g(e_n)-g(e_m)=\Delta\,s_{mn}.$$

When both states lie at $E_F$, $\Delta=0$ and all three choices equal $h-E_Fs$.

**Q.** They agree with each other, but are they the physical matrix element?

**A.** Write $\tilde H=T^\dagger HT$ and $\tilde S=T^\dagger T$, where $\psi=T\tilde\psi$ is the all-electron state and $T$ moves with the atoms. I assume that $H\psi_n=e_n\psi_n$ holds, as it does when $T$ is invertible. The product rule gives

$$\partial\tilde H=T^\dagger(\partial H)T+(\partial T^\dagger)HT+T^\dagger H\,\partial T .$$

Between $\tilde\psi_m$ and $\tilde\psi_n$, $H$ acts to the right in the second term, giving $e_n$, and to the left in the third, giving $e_m$. With $A=T^\dagger\partial T$ and $g^{\rm AE}_{mn}=\langle\psi_m|\partial H|\psi_n\rangle$,

$$h_{mn}=g^{\rm AE}_{mn}+e_n(A^\dagger)_{mn}+e_mA_{mn},\qquad s_{mn}=A_{mn}+(A^\dagger)_{mn}.$$

Subtracting $\varepsilon s$ for each choice leaves

$$g(e_n)=g^{\rm AE}+\Delta A,\qquad g(e_m)=g^{\rm AE}-\Delta A^\dagger,$$

$$g(\bar e)=g^{\rm AE}+\tfrac{\Delta}{2}(A-A^\dagger),\qquad \bar e=\tfrac12(e_m+e_n).$$

At $\Delta=0$ all three are the all-electron element. Away from it, the average removes the Hermitian part of $A$ from the error but leaves the anti-Hermitian part. With an incomplete set of partial waves the three choices still agree at $\Delta=0$, but their equality with $g^{\rm AE}$ becomes approximate.

**Q.** If the overlap term is so harmless, may I drop it?

**A.** No. Choosing between energies that coincide is different from replacing $E_F$ by zero. Move the energy zero so that every $e$ becomes $e+c$. Then $\tilde H\to\tilde H+c\tilde S$ and $h\to h+cs$, so

$$(h+cs)-(\varepsilon+c)s=h-\varepsilon s .$$

The full element is invariant, but $h$ alone is not.

A chain with one atom per cell shows the size of this. It has round model parameters: lattice constant $a=5$ bohr, and Gaussian wells of integrated strength 15 eV bohr and width 0.6 bohr. The transformation is $T=1+\sum_l|\chi_l\rangle\langle p_l|$, with Gaussian $\chi$ and $p$ on each atom. The potentials move rigidly, without electronic screening, and the chain's Peierls instability is ignored. The lowest band is half filled, so $k_F=\pi/(2a)$.

For $N$ cells, let $D$ and $S$ be $N$ times the elements of $\partial H$ and $\partial\tilde S$ for the displacement of one atom. With mode force constant $\kappa=M\omega_0^2$, where $M$ is the atomic mass and $\omega_0$ the angular frequency, the double-delta coupling is

$$\lambda=\frac{1}{N_F\kappa}\frac1{N^2}\sum_{kk'}|D_{k'k}|^2\delta(e_k-E_F)\delta(e_{k'}-E_F),$$

where $N_F$ is the density of states per spin and cell. The prefactor is the usual $2/(N_F\hbar\omega_0)$ times the squared zero-point factor $\hbar/(2M\omega_0)$.

**Q.** Can that sum be done by hand?

**A.** Yes. Replace $N^{-1}\sum_k$ by $(a/2\pi)\int dk$. Each delta function gives $1/v$ at each of the two Fermi points, where $v=|de/dk|$, so

$$N_F=\frac{a}{2\pi}\,\frac2v=\frac a{\pi v}=\frac{5}{\pi\times7.287}=0.2184\ {\rm eV^{-1}}.$$

There are four pairs of Fermi points. The two forward pairs have $D=0$, because a uniform translation leaves the band energy unchanged. The two backscattering pairs have equal $|D|$:

$$\lambda=\frac1{N_F\kappa}\left(\frac{N_F}{2}\right)^2 2|D|^2=\frac{N_F|D|^2}{2\kappa}.$$

At $E_F=-2.333$ eV, $|h|=1.608$ eV/bohr per cell and $|S|=0.1611$ bohr$^{-1}$. The two have opposite phase, so

$$|D|=1.608-2.333\times0.1611=1.232\ {\rm eV/bohr}.$$

With $\kappa=1$ eV/bohr², $\lambda=0.2184\times1.232^2/2=0.166$. The smeared sums extrapolated to zero width give 0.1657 for each choice of $\varepsilon$. A separate all-electron calculation of the Fermi-point formula gives the same value; the agreement was tested to one part in a thousand. Without $\partial\tilde S$ the result is 0.282, and raising every energy by $c=5$ eV, which lowers the energy zero, changes that to 0.070. Neither is an admissible approximation to 0.166.

**Q.** With finite smearing, I would expect the difference between $e_n$ and $e_m$ to be linear in the width.

**A.** It is linear for one pair, but not in the sum. Let $\bar g=g(\bar e)$. Since $g(e_n)=\bar g+\Delta s/2$,

$$|g(e_n)|^2=|\bar g|^2+\Delta\,{\rm Re}(\bar g^*s)+\tfrac14\Delta^2|s|^2 .$$

For $e_m$ the middle term changes sign. Now exchange $m$ and $n$. Hermiticity turns $\bar g$ and $s$ into their complex conjugates, so ${\rm Re}(\bar g^*s)$ stays the same while $\Delta$ reverses. The weights of the two smeared deltas are symmetric, and the linear terms cancel in pairs. Therefore

$$\lambda(e_n)=\lambda(e_m)\ge\lambda(\bar e)$$

at any common smearing width. The inequality needs a non-negative smearing function such as a Gaussian, since the excess is the weighted sum of $\tfrac14\Delta^2|s|^2$. At fixed $\mathbf q$ the exchange leads to $-\mathbf q$, and in a time-reversal-symmetric system time reversal leads back, so the equality holds there too. It was tested at one such wavevector.

For Gaussians of standard deviation $\sigma$, to leading order the two energies are independent with variance $\sigma^2$ each, so $\langle\Delta^2\rangle=2\sigma^2$. In this inversion-symmetric chain $S$ vanishes for $k'=k$: the plane-wave coefficients can be taken real, while $\partial\tilde S$ for a uniform translation is an antisymmetric matrix. Backscattering then gives

$$\lambda(e_n)-\lambda(\bar e)\simeq\frac1{N_F\kappa}\left(\frac{N_F}{2}\right)^2 2\,\frac{|S|^2}{4}\,2\sigma^2=\frac{N_F\sigma^2|S|^2}{4\kappa}.$$

At $\sigma=0.2$ eV the formula gives $5.67\times10^{-5}$ and the sums give $5.66\times10^{-5}$. The smearing itself lowers $\lambda(e_n)$ from 0.1657 to 0.1647, about nineteen times as much. In this example the width needs more care than the choice of energy.

**Q.** Now the case I left out. If energy is conserved, why does the choice still matter?

**A.** Because the conserved energy includes the phonon. Let an electron go from $n$ to $m$ and emit a phonon of energy $\omega=e_n-e_m$. Then $\Delta=-\omega$, and subtracting the two squared elements gives

$$|g(e_n)|^2-|g(e_m)|^2=2\Delta\,{\rm Re}(\bar g^*s)=-2\omega\,{\rm Re}(\bar g^*s).$$

The exchanged partner is an absorption process and does not enter this emission rate, so nothing cancels the linear term. The double-delta formula hides this because it drops $\omega$ from the electronic delta functions at the outset.

In the chain, take a backscattering event with $\omega=0.076$ eV. At the Fermi points ${\rm Re}(D^*S)=-1.232\times0.1611=-0.1985$ eV/bohr², so the predicted split is

$$2\times0.076\times0.1985=0.030\ {\rm (eV/bohr)^2}.$$

The direct value is 0.031. Relative to the all-electron $|D|^2$, $e_n$ is 1.0% too high and $e_m$ 1.0% too low. Doubling the phonon energy to 0.154 eV doubles both errors.

**Q.** Which element belongs in that rate?

**A.** The all-electron one, if the rate is computed by the golden rule between electronic states of the undisplaced lattice. Those states do not move, and the perturbation is the displacement times $\partial H$.

**Q.** Then the average should be safe. By symmetry, its error ought to vanish.

**A.** Here it nearly does: the errors are 0.001% and 0.005% at the two phonon energies. The reason is time reversal; the inversion symmetry of the chain is not needed. $T$ and $\partial T$ are real in position space, and within one band $\tilde\psi_{-k}$ can be taken as $\tilde\psi_k^*$. A number equals its own transpose, so for $k'=-k$,

$$(A^\dagger)_{-k,k}=\tilde\psi_k^{\mathsf T}(\partial T)^{\mathsf T}T\,\tilde\psi_k=\tilde\psi_k^{\mathsf T}T^{\mathsf T}(\partial T)\,\tilde\psi_k=A_{-k,k},$$

so $A-A^\dagger$ vanishes there. In the chain, slightly away from $k'=-k$, it is proportional to $\Delta$, which makes the error of the average quadratic in $\omega$.

This protection belongs to backscattering within one band. In two or three dimensions most final states in the same band are not near $-\mathbf k$, and the error of the average is then generally linear in $\omega$ for a single pair and for the decay rate of one electron. That linear term is $\Delta\,{\rm Re}[g^{{\rm AE}*}(A-A^\dagger)]$, and its second factor changes sign when the two Fermi-surface points are exchanged. In a rate summed over all initial and final states both directions are emission events, so the term cancels and the error of the average is again quadratic, while those of $e_n$ and $e_m$ stay linear. Between bands the protection is also absent, because the final state is not the time-reversed partner of the initial one. For a transition from $+k_F$ in the first band to $-k_F$ in the second, the all-electron $|D|$ is 2.52 eV/bohr. The choices $e_n$, $e_m$ and $\bar e$ give 1.09, 4.56 and 2.82 eV/bohr. The average is closest, but still 12% too large. These two states are 11.8 eV apart, so this is a virtual transition far beyond any phonon energy; the errors are large because $\Delta$ is large.

**Q.** So for an off-shell self-energy I should correct everything to the all-electron element?

**A.** You may, provided the other second-order terms are all-electron as well. The static case shows the bookkeeping. For a nondegenerate state, projecting the differentiated eigenproblem on $n$ itself gives

$$e_n'=\langle\tilde\psi_n|\partial\tilde H-e_n\partial\tilde S|\tilde\psi_n\rangle .$$

Differentiate once more:

$$e_n''=\langle\tilde\psi_n|\partial^2\tilde H-e_n\partial^2\tilde S-e_n'\partial\tilde S|\tilde\psi_n\rangle+2\,{\rm Re}\langle\partial\tilde\psi_n|\partial\tilde H-e_n\partial\tilde S|\tilde\psi_n\rangle .$$

Expand $\partial\tilde\psi_n=\sum_m a_m\tilde\psi_m$. The first projection gave $a_m=g_{mn}(e_n)/(e_n-e_m)$ for $m\ne n$. Differentiating the normalization gives $2\,{\rm Re}\,a_n+s_{nn}=0$. The $m=n$ part of the last term is therefore $2\,{\rm Re}(a_n)e_n'=-e_n's_{nn}$, which joins the equal term already present:

$$e_n''=\langle\tilde\psi_n|\partial^2\tilde H-e_n\partial^2\tilde S|\tilde\psi_n\rangle-2e_n's_{nn}+2\sum_{m\ne n}\frac{|g_{mn}(e_n)|^2}{e_n-e_m}.$$

Here $e_n$, the energy of the state being corrected, is fixed by the derivation. In the all-electron form, where the overlap is constant, the same steps give

$$e_n''=\langle\psi_n|\partial^2H|\psi_n\rangle+2\sum_{m\ne n}\frac{|g^{\rm AE}_{mn}|^2}{e_n-e_m}.$$

Both are correct, but their parts cannot be interchanged.

**Q.** How badly does a mixture fail?

**A.** Consider a three-cell ring with a Bloch phase of $0.4\pi$ around it and one atom displaced by 0.3 bohr, in a basis of 27 plane waves. The separate terms below refer to this basis and are not converged: in a converged basis the terms outside the sum rise to 19.0 eV/bohr² and the two mixed curvatures to 14.2 and 14.7 eV/bohr², while the true curvature does not change at the digits given. For its second-lowest state, the terms outside the sum are 17.550 eV/bohr². The sum with $e_n$ is $-17.621$ eV/bohr², leaving a curvature of $-0.071$ eV/bohr², in agreement with differences of the all-electron eigenvalues. If $e_m$ or $\bar e$ is put into the sum alone, the curvature becomes 12.7 or 13.6 eV/bohr². The large terms no longer cancel, and even the sign is wrong. Joining the transformed terms outside the sum to the all-electron sum fails as well: in a converged basis it gives 18.1 eV/bohr².

**Q.** Then I should restate my claim.

**A.** I would put it this way: the choice drops out whenever $e_m=e_n$, and the double-delta limit enforces that. For that limit to exist, I assume matrix elements continuous at $E_F$ and nonzero Fermi velocities. If the elements or the density of states vary strongly within a phonon energy of $E_F$, the double-delta formula itself is in doubt, and agreement among the three choices does not repair it. The numerical output below gives the values at the other smearing widths.

## Numbers as computed

```
lattice constant = 5.0 bohr; cells = 122
well strength = 15.0 eV bohr; width = 0.6 bohr
chi strength = 1.0 bohr
chi width = 0.4; p width = 0.8 bohr
force constant = 1.0 eV/bohr^2
plane waves per cell = 9
kF = 0.31416 1/bohr; E_F = -2.3332 eV
Fermi velocity dE/dk = 7.2869 eV bohr
N_F per spin and cell = 0.21841 1/eV
|D| backscattering, all-electron = 1.23189 eV/bohr
|h| backscattering = 1.60774 eV/bohr
|S| backscattering = 0.16109 1/bohr
relative error of transformation identity = 1.2e-06
lambda, all-electron Fermi points = 0.16573
lambda, zero width, e_n = 0.16573
lambda, zero width, e_m = 0.16573
lambda, zero width, mean = 0.16573
lambda, zero width, dS omitted = 0.28228
same, energy zero shifted by 5 eV = 0.07030
smearing: sigma(eV), lambda(e_n), lambda(mean)
  0.08  0.1655605  0.1655515
  0.10  0.1654665  0.1654523
  0.20  0.1646697  0.1646131
  0.30  0.1632838  0.1631560
smearing excess: sigma(eV), computed, leading formula
  0.08  9.064e-06  9.068e-06
  0.10  1.416e-05  1.417e-05
  0.20  5.659e-05  5.667e-05
  0.30  1.278e-04  1.275e-04
fixed q: relative e_n/e_m difference = 0.0e+00
emission: error of |D|^2 against all-electron, percent
  omega = 0.07604 eV: e_n 0.9989, e_m -0.9918, mean 0.0010
  e_n-e_m split = 0.03087, linear = 0.03018 (eV/bohr)^2
  omega = 0.15401 eV: e_n 2.0327, e_m -2.0031, mean 0.0046
  e_n-e_m split = 0.06384, linear = 0.06112 (eV/bohr)^2
interband pair, +kF band 1 to -kF band 2, |D| in eV/bohr:
  all-electron = 2.52095
  e_n = 1.09428
  e_m = 4.55527
  mean = 2.82478
largest interband error of mean / largest |D| = 0.1147
second-order test: displacement = 0.3 bohr, 3 cells
  slope, all-electron = -0.02280 eV/bohr
  curvature, all-electron = -0.07051 eV/bohr^2
  companion terms alone = 17.55020 eV/bohr^2
  curvature, e_n = -0.07050 eV/bohr^2
  curvature, e_m = 12.70037 eV/bohr^2
  curvature, mean = 13.59104 eV/bohr^2
  e_n error, step 0.0100 bohr = 6.36e-03 eV/bohr^2
  e_n error, step 0.0005 bohr = 1.61e-05 eV/bohr^2
```
